The Coulomb capture radius in an insulator and its first corrections

**1. What dimensions allow**

An electron moves slowly through an insulator that contains a fixed centre of charge +e, such as an empty donor-like trap. We ask how far the attraction of the centre reaches before thermal agitation overwhelms it.

In electrostatics the two charges and the medium enter through one combination,

A = e²/(4π ε₀ ε_r),

where e is the elementary charge, ε₀ the vacuum permittivity and ε_r the relative permittivity. A has the dimension of energy times length. Thermal agitation enters through the energy kT. If these are the two quantities that matter, the one length they can form is A/kT, so the reach must be

r_c = C A/kT,

with C a pure number. Mass and mobility are absent because a balance of static energies does not involve motion. A film thickness L or an applied field F would add a second length, and C would become a function of a ratio such as r_c/L. Corrections to the estimate depend on such ratios.

**2. The leading result**

The attractive force at distance r is A/r². With the energy taken as zero at infinite separation, the work needed to remove the electron from r is

|U(r)| = ∫ from r to ∞ of A/s² ds = [−A/s] from r to ∞ = A/r.

We define the capture radius by |U(r_c)| = kT. Then A/r_c = kT, and

r_c = e²/(4π ε₀ ε_r kT).

Thus C = 1 for this definition. Take ε_r = 4 and T = 300 K. In convenient units e²/(4π ε₀) = 1.440 eV nm and kT = 0.02585 eV, so

A = 1.440/4 = 0.360 eV nm,
r_c = 0.360/0.02585 = 13.9 nm.

The estimate is therefore about 14 nm. In vacuum, at the same temperature, the radius would be four times larger, 55.7 nm. At 400 K with the permittivity held fixed it falls to 13.93 × 300/400 = 10.4 nm.

The choice of kT is a convention. Using the mean kinetic energy 3kT/2 instead would give C = 2/3 and a radius of 9.3 nm. The energy balance cannot decide between them, because nothing abrupt happens at either distance. Sections 4 and 5 show that the length with C = 1 is the one that appears in the escape probability and in the capture rate.

**3. First correction: a film between electrodes**

Let the insulator be a film of thickness L between two metal plates at equal potential. Put the centre in the middle plane and let the electron move in that plane, at distance r from the centre. The charges induced on the plates weaken the attraction.

The method of images gives the size of the effect. Reflecting +e in either plate produces −e at distance L from the centre. Reflecting these images in the opposite plates produces +e at distance 2L, and so on. There are images of charge (−1)ⁿe at distance nL on both sides, for n = 1, 2, 3, and onwards. Each lies at distance √(r² + n²L²) from the electron, so the attraction energy is

|U(r)| = A [1/r + 2 Σ (−1)ⁿ/√(r² + n²L²)].

The electron is also attracted by its own images, but that energy is the same everywhere in the middle plane and does not affect the energy needed to move away within it.

For r ≪ L, expand each term:

1/√(r² + n²L²) = 1/(nL) − r²/(2n³L³) + …

The sums needed are Σ(−1)ⁿ/n = −ln 2 and Σ(−1)ⁿ/n³ = −0.9015. Hence

|U(r)| = A [1/r − 2 ln 2/L + 0.9015 r²/L³ + …].

The first correction does not depend on r. It is the nearly uniform potential that the induced charges produce around the centre. Setting |U| = kT = A/r_c and keeping this correction gives

1/r = 1/r_c + 2 ln 2/L,
r = r_c/(1 + 2 ln 2 r_c/L) ≈ r_c (1 − 1.39 r_c/L).

For L = 100 nm, 2 ln 2 r_c/L = 1.386 × 13.93/100 = 0.193. The reciprocal form gives 13.93/1.193 = 11.7 nm. Solving |U| = kT numerically with the full image sum gives 11.69 nm. The last, linearized form gives 13.93 × 0.807 = 11.2 nm, about 4% below the numerical root, because the square of 0.193 is not negligible. The reciprocal form does better because the next term in the energy is of relative order (r/L)³, not (r/L)².

For motion in the middle plane, the plates thus reduce the radius by about 16% in this film. Toward a plate the effect is larger, because the pull of the electron's own images grows as it nears the metal. Along that direction the energy has a maximum about 34 nm from the centre and lies kT below that maximum at about 9.3 nm, a third less than r_c. The expansion fails when r_c is comparable with L. In a film a few nanometres thick, a sphere of radius 14 nm does not fit, and the result for an unbounded insulator no longer describes the trap.

**4. What the radius means for escape**

Return to an unbounded insulator. Suppose that collisions are frequent enough for the electron to diffuse, with diffusion constant D and mobility μ related by the Einstein relation D = μkT/e. The force A/r² corresponds to an electric field A/(er²), so the inward drift speed is

μA/(er²) = (D/kT)(A/r²) = D r_c/r².

Let p(r) be the probability that an electron now at r reaches a large sphere of radius R before it reaches a small sphere of radius a, where it is captured. During a short time dt its mean displacement is −(D r_c/r²) dt along the outward direction, and the variance along each axis is 2D dt. The value of p now must equal its average after this step. Expanding that average to first order in dt gives

D(p″ + 2p′/r) − (D r_c/r²) p′ = 0.

The first bracket is the Laplacian of a function that depends on r alone. Divide by D p′ and rearrange:

p″/p′ = r_c/r² − 2/r.

Integrating once gives ln p′ = −r_c/r − 2 ln r + constant, so p′ is proportional to exp(−r_c/r)/r². Since the derivative of exp(−r_c/r) is (r_c/r²) exp(−r_c/r), a second integration gives

p = c₁ + c₂ exp(−r_c/r).

The conditions p(a) = 0 and p(R) = 1 fix the constants:

p(r) = [exp(−r_c/r) − exp(−r_c/a)]/[exp(−r_c/R) − exp(−r_c/a)].

For a → 0 and R → ∞ this becomes

p(r) = exp(−r_c/r).

An electron that starts at r_c escapes with probability 1/e = 0.368 and is captured with probability 0.632. From r_c/2 it escapes with probability 0.135, and from 2r_c with probability 0.607. The capture radius is the scale of a gradual change, not the edge of a hard sphere.

The two limits are approached in different ways. A small capture sphere changes p by terms of order exp(−r_c/a), which vanish faster than any power of a. A distant outer sphere gives a correction in powers of 1/R. With a → 0,

p(r) = exp(−r_c/r) exp(r_c/R) ≈ exp(−r_c/r)(1 + r_c/R).

For R = 150 nm and a start at r_c, this gives 0.368 × 1.093 = 0.402, while the full formula with a = 1.5 nm gives 0.404. The probability is higher than 0.368 because some electrons that reach R would later return and be captured.

**5. The capture rate in two limits**

Now let electrons be supplied steadily from far away. Let n(r) be their density divided by the density at infinity, and let K be the number captured per unit time by one empty centre, divided by that far density. K has units of cm³/s. Inward flow comes from the density gradient and from drift:

4πr² D (n′ + n r_c/r²) = K.

In a steady state K is the same through every sphere. Multiply by exp(−r_c/r)/(4πDr²). The left side is then a complete derivative:

[n exp(−r_c/r)]′ = K exp(−r_c/r)/(4πDr²).

Integrate from a, where capture makes n = 0, to infinity, where n = 1:

1 = K/(4πD r_c) × [1 − exp(−r_c/a)],

K = 4πD r_c/[1 − exp(−r_c/a)].

**Strong attraction, a ≪ r_c.** Expanding the denominator gives

K = 4πD r_c [1 + exp(−r_c/a) + …].

The leading term does not contain a. Inserting D and r_c,

4πD r_c = 4π (μkT/e) × e²/(4π ε₀ ε_r kT) = eμ/(ε₀ ε_r).

The temperature cancels if the mobility is held fixed: a hotter electron has a smaller capture radius but diffuses faster.

The density profile shows why the answer is so simple. Integrating from a to r instead of to infinity gives

n(r) = [1 − exp(r_c/r − r_c/a)]/[1 − exp(−r_c/a)].

For a ≪ r_c this is nearly 1 except in a thin layer next to the capture sphere. Where n is uniform there is no diffusion current, and drift alone carries the flow. The drift speed falls as 1/r² while the area of the sphere grows as r², so the same flow crosses every sphere.

**Weak attraction, a ≫ r_c.** Put x = r_c/a. Since x/(1 − exp(−x)) = 1 + x/2 + x²/12 + …,

K = 4πDa [1 + r_c/(2a) + …].

Here the capture sphere sets the rate, and the Coulomb force supplies the first correction.

For numbers, take a mobility of 20 cm2/Vs. Then D = 20 × 0.02585 = 0.517 cm2/s, and

4πD r_c = 4π × 0.517 × 13.93 × 10⁻⁷ = 9.05 × 10⁻⁶ cm³/s.

With a = 1.5 nm, the correction exp(−13.93/1.5) is about 10⁻⁴ and can be ignored. With a = 10 nm, neither limit is accurate. The full formula gives K = 1.20 × 10⁻⁵ cm³/s, which is 33% above the strong-attraction value. The weak-attraction formula with its first correction gives 6.50 × 10⁻⁶ × 1.70 = 1.10 × 10⁻⁵ cm³/s, about 8% below the full formula.

**6. From capture rate to cross-section**

The capture rate can also be expressed as a cross-section σ, defined by K = σv with v a thermal speed. We use v² = 3kT/m, where m is the effective mass. If τ is the mean time in which collisions destroy the drift velocity, then μ = eτ/m. With the free path defined as ℓ = vτ,

D = μkT/e = kTτ/m = v²τ/3 = ℓv/3.

Therefore, for a ≪ r_c,

σ = 4πD r_c/v = (4π/3) ℓ r_c.

This is not the disk area π r_c². The ratio of the two is

σ/(π r_c²) = 4ℓ/(3r_c).

Diffusion requires ℓ ≪ r_c, so in this regime the cross-section is much smaller than the disk. Most entries into the sphere of radius r_c end with the electron scattered out again, although the same electron may return and be captured later.

For an effective mass of half the electron mass, v = 1.65 × 10⁷ cm/s at 300 K. Then

ℓ = 3D/v = 3 × 0.517/(1.65 × 10⁷) cm = 0.94 nm,
σ = 9.05 × 10⁻⁶/(1.65 × 10⁷) = 5.5 × 10⁻¹³ cm².

The disk area is 6.1 × 10⁻¹² cm², so the ratio is 0.09. Someone who set this σ equal to πr² would infer a radius of √0.09 × 13.9 = 4.2 nm, too small by a factor of 3.3.

The same K enters trapping noise. An empty centre surrounded by free electrons of density N captures one at the rate KN. For N = 10¹⁴ cm⁻³, the mean waiting time is 1/(9.05 × 10⁻⁶ × 10¹⁴) s = 1.1 ns in this zero-field model. This density is only an illustration: with the mobility above it would carry about 6 A/cm² already in a field of 0.02 MV/cm, far more than ordinary leakage through an oxide. At lower densities the waiting time is longer in proportion to 1/N.

**7. An applied field replaces the length**

Let a uniform field of magnitude F push the electron away from the centre along the x direction. On that line, with x the distance from the centre, the electron's energy is

U(x) = −A/x − eFx.

The derivative A/x² − eF vanishes at

r_s = √(A/(eF)),

and the second derivative −2A/x³ is negative, so the energy has a maximum there. Its height is

U(r_s) = −A/r_s − eF r_s = −2eF r_s,

because A/r_s = eF r_s. The barrier, which stood at zero energy without the field, is lowered by 2eF r_s. This is the Poole–Frenkel lowering. Beyond r_s on this line, the net force carries the electron away.

The saddle comes in to r_c when A/r_c² = eF. Since A/r_c = kT, this happens at

F_c = kT/(e r_c) = 0.02585/13.93 V/nm = 0.0186 MV/cm.

In terms of this field, r_s = r_c √(F_c/F). The zero-field radius is a fair description when F ≪ F_c. The barrier responds sooner, because its lowering grows as √F: it is 0.63kT at a tenth of F_c and 2kT at F_c itself.

A working field of 1 MV/cm, or 0.1 V/nm, is about 54 times F_c. It gives r_s = √(0.360/0.1) = 1.9 nm and a lowering of 2 × 0.1 × 1.90 = 0.38 eV. The downhill reach of the attraction has shrunk from 14 nm to about 2 nm. Across a 100 nm film, F_c corresponds to 0.19 V, so as a measure of escape the 14 nm belongs to very small bias.

The capture rate behaves differently. When a is much smaller than both r_c and r_s, the density is nearly uniform and drift carries the flow. A uniform field then brings as much flow into a sphere around the centre on one side as it takes out on the other, so K = eμ/(ε₀ ε_r) is unchanged as long as the mobility is. At 1 MV/cm the condition on a is hard to meet, since r_s is 1.9 nm: at fixed mobility K rises by about 4% for a = 1.5 nm and roughly doubles for a = 3.6 nm. At 1 MV/cm the mobility cannot be assumed constant. Over a free path of 0.94 nm the field supplies 0.094 eV, or 3.6kT, so the electrons are no longer thermal.

**8. Where the continuum picture ends**

Three further lengths limit the model from below.

The first concerns heating by the centre itself. Over one free path at distance r, the electron gains about Aℓ/r² from the attraction. This equals kT at r = √(ℓ r_c) = √(0.94 × 13.93) = 3.6 nm. Closer in, the electron is not in thermal balance, and drift with a constant mobility is not justified. The rate suffers little if electrons that reach this distance are captured: putting a = 3.6 nm in the formula for K raises it by about 2%. If they often get out again, K is smaller than calculated.

The second is quantum mechanical. The reduced wavelength ħ/(mv) is 1.4 nm. This is a tenth of r_c, so a classical position is acceptable on the scale of the capture radius. It is longer than the free path, however: the product of wavenumber and free path is 0.94/1.40 = 0.67. A picture of free flight between separate collisions needs this product to be large, so ℓ and σ are orders of magnitude here. The energy balance for r_c does not use ℓ.

The third concerns the permittivity. Around a centre that has long been empty the lattice is already polarized, so an arriving electron meets a field reduced by the static permittivity, however fast it moves. An electron just released from the trap is a different case, because a polar lattice needs time to respond to the newly charged centre. The diffusion scale is r_c²/D = (13.93 × 10⁻⁷)²/0.517 s = 3.75 ps, but the mean-square displacement in three dimensions is 6Dt, so free diffusion out to the capture radius takes about 3.75/6 = 0.62 ps. The electrons that get out against the attraction are a selected, faster group. In the diffusion model their mean time is about 0.4 ps. A lattice vibration with an energy of 0.06 eV, a rough value for a slow polar mode, has a period h/(0.06 eV) = 0.07 ps. The lattice has therefore had about five periods to respond by the time the electron is near r_c, and the static permittivity is a fair approximation there in this case too. If the lattice had no time to respond, a rough optical permittivity of 2.1 would give 26.5 nm. Closer in, less time has passed: for the escaping electrons it equals one lattice period at about 7 nm. The saddle at 1 MV/cm lies well inside this distance, so for a released electron its position is less certain than the value of r_c.

**9. The model beside a real oxide**

The parameters are rough typical values for amorphous silica: a permittivity near 4, an electron mobility of 20 cm2/Vs and an effective mass of half the electron mass. The film of 100 nm is thick compared with the gate oxides of modern small transistors. Of the two effects computed for this film, the applied field can be much the stronger. At 1 MV/cm, well below a rough breakdown field of 10 MV/cm, the downhill reach of the attraction moves from 14 nm to about 2 nm. The electrodes of the 100 nm film, at zero field, move it to 11.7 nm in the middle plane and to about 9 nm toward a plate.

Crowding is most severe when other charged traps lie inside the capture sphere. Its volume is (4π/3)r_c³ = 1.13 × 10⁻¹⁷ cm³. At a trap density of 10¹⁶ cm⁻³ it contains 0.11 other traps on average, so a second trap inside the sphere is uncommon. The fields of charged traps reach further, however. If all the traps at this density are charged and placed at random, their combined field at a given centre typically lies between about a third of F_c and F_c, depending on the depth in the film, enough to lower the barrier by one to two kT. The centres act nearly independently only if most of the traps are neutral or the density is much lower. At a trap density of 8.8 × 10¹⁶ cm⁻³ the capture sphere contains one other trap on average, and a single-centre radius loses its meaning if those traps are charged. Free electrons at 10¹⁴ cm⁻³ contribute about 0.001 per sphere, but screening is set by the Debye length, √(kT/(4πAN)) = 240 nm. In an unbounded insulator in equilibrium this would reduce the radius by about 5%.

For a singly charged attractive trap in a thick, weakly biased film with few charged neighbours, 14 nm is a sound estimate of the thermal reach. Given the freedom in the criterion and an electrode effect of 16% to 33% in the 100 nm film, the number fixes the scale of the reach, and its second digit already depends on the definition and the geometry.
